Thick-film conductivity with unequal faces depends on the mean specularity

## Where the division between the faces matters

The film has thickness d, bulk mean free path λ and κ = d/λ. Its faces reflect fractions p and q specularly, with mean s = (p + q)/2. The absolute cosine of the angle between velocity and film normal is μ, the probability of crossing the film without a collision is X = exp(−κ/μ), and ∫₀¹ denotes an integral over μ. For a spherical Fermi surface and one relaxation time the first half gave

σ/σ0 = 1 − 3(1 − s)/(8κ) + R, 0 ≤ R ≤ [3(1 − s)/(8κ)] exp(−κ),

R = (3/(4κ)) ∫₀¹ (μ − μ³) G dμ,

G = {2(1 − p)(1 − q)X + [p(1 − q)² + q(1 − p)²]X²}/(1 − pqX²).

The function G is what was called a − L there, with a = 2 − p − q.

The first term of G has a direct meaning. Electrons leave the lower face with a fraction 1 − p of their drift missing, and at the upper face (1 − p)X is still missing. The thick-film law counts this loss as if it continued to decay beyond the upper face, where there is no metal. The loss counted in error is proportional to (1 − p)X. A fraction q of it is real after all, because specular reflection sends it back into the film. The net excess is (1 − p)(1 − q)X, and electrons travelling the other way give the same amount. The term 2(1 − p)(1 − q)X returns what was subtracted too often.

If neither face is perfectly specular, this term dominates R in a thick film. The integrals it needs follow from the substitution t = 1/μ, for which dμ = −dt/t²:

∫₀¹ μⁿ⁻² exp(−κ/μ) dμ = ∫ from 1 to ∞ of t⁻ⁿ exp(−κt) dt = E_n(κ).

This is the exponential integral of order n. The factor μ corresponds to n = 3 and μ³ to n = 5, so

R ≈ [3/(2κ)](1 − p)(1 − q)[E₃(κ) − E₅(κ)].

For large κ only t near 1 matters. With t = 1 + w/κ, the expansions of t⁻³ and t⁻⁵ give

t⁻³ − t⁻⁵ = 2w/κ − 9w²/κ² + …

The integrals of w exp(−w) and w² exp(−w) from 0 to ∞ are 1 and 2, and dt = dw/κ. Therefore

E₃(κ) − E₅(κ) = [2 exp(−κ)/κ²](1 − 9/κ + …),

R → 3(1 − p)(1 − q) exp(−κ)/κ³.

The correction 9/κ shows that this last form needs κ well above 9. The form with E₃ and E₅ needs only that exp(−κ) be small, both by itself and in comparison with (1 − p)/(1 − q) and its reciprocal, so that the X² term of G stays small beside the first. With δ = (p − q)/2, so that p = s + δ and q = s − δ,

(1 − p)(1 − q) = (1 − s)² − δ².

The division of the mean thus enters at order exp(−κ).

If one face is perfectly specular, say p = 1, the first term vanishes and G = (1 − q)²X²/(1 − qX²). The remainder is then of order exp(−2κ). The reason is that a specular face acts as a mirror: unfolding the path at each reflection there turns the film into one of thickness 2d with specularity q at both faces. The thick-film law respects this, because 3[1 − (1 + q)/2]/(8κ) and 3(1 − q)/(8·2κ) are both 3(1 − q)/(16κ).

Films with the same mean can be compared at any thickness. Hold s fixed and let P = pq. Then (1 − p)(1 − q) = 1 − 2s + P. The coefficient of X² in G, which is p + q − 4pq + pq(p + q), becomes 2s − 4P + 2sP. Collecting the terms with and without P,

G = (n₀ + n₁P)/(1 − PX²),

n₀ = 2(1 − 2s)X + 2sX², n₁ = 2X + (2s − 4)X².

For two values P₁ and P₂, the difference of the two fractions has the numerator

(n₀ + n₁P₁)(1 − P₂X²) − (n₀ + n₁P₂)(1 − P₁X²) = (P₁ − P₂)(n₁ + n₀X²),

since the terms with P₁P₂ cancel. The last factor is

n₁ + n₀X² = 2X[1 + (s − 2)X + (1 − 2s)X² + sX³] = 2X(1 − X)²(1 + sX),

as multiplying out (1 − 2X + X²)(1 + sX) confirms. For equal faces P₁ = s², and for the unequal pair P₂ = pq = s² − δ², so P₁ − P₂ = δ². The denominator for equal faces is 1 − s²X² = (1 − sX)(1 + sX), and its second factor cancels. The difference in conductivity is

[σ(s,s) − σ(p,q)]/σ0 = (3δ²/(2κ)) ∫₀¹ (μ − μ³) X(1 − X)²/[(1 − sX)(1 − pqX²)] dμ.

The integrand is not negative. In this model, at fixed thickness, mean free path and mean specularity, the film with equal faces therefore never conducts worse than one with unequal faces.

In a very thin film the mean no longer suffices even at leading order. Let pq < 1 and x = κ/μ. The depth average of φ₊ + φ₋, the drift of the two directions relative to the bulk, is

H(x) = 2 − (1 − X)(a + bX)/[x(1 − pqX²)], X = exp(−x),

with b = p + q − 2pq. For small x, (1 − X)/x ≈ 1 − x/2 and a + bX ≈ a + b − bx, where a + b = 2(1 − pq). To first order the numerator is

2(1 − pq) − x(b + 1 − pq),

and the denominator is 1 − pq + 2pqx. Dividing, again to first order,

H(x) ≈ x(b + 1 − pq + 4pq)/(1 − pq) = x(1 + p)(1 + q)/(1 − pq).

The last step uses b + 1 + 3pq = 1 + p + q + pq. In σ/σ0 = (3/4) ∫₀¹ (1 − μ²)H(κ/μ) dμ, the range from μ ≈ κ to μ = 1 supplies κ ∫ dμ/μ = κ ln(1/κ). The range below κ, where H stays finite, and the omitted terms give only contributions of order κ. Thus for κ → 0

σ/σ0 → (3κ/4)[(1 + p)(1 + q)/(1 − pq)] ln(1/κ).

For p = 0 and q = 0.6 the factor in square brackets is 1.60. For 0.3 at both faces it is 1.69/0.91 = 1.86. The means are equal and the limits are not. The limit is approached only logarithmically, and the expansion needs κ small compared with 1 − pq: for 0.9 at both faces the full solution at κ = 0.01 is only 0.44 of the limiting form. This limit belongs to the semiclassical model with constant p and q. The logarithm comes from electrons moving almost parallel to the faces, and for these the quantization of motion across a real, very thin film and the angle dependence of the specularity can both matter.

A real face does not reflect equally well at all angles. If p and q depend on μ but not on azimuth, the boundary conditions hold separately at each μ, and the solution is unchanged except that p(μ) and q(μ) stand inside the integral. The bound G ≤ aX also holds at each μ. The leading correction becomes

(3/(4κ)) ∫₀¹ (μ − μ³)[2 − p(μ) − q(μ)] dμ,

which is 3(1 − s)/(8κ) if s is the mean of the two weighted averages

4 ∫₀¹ (μ − μ³)p(μ) dμ and 4 ∫₀¹ (μ − μ³)q(μ) dμ.

The factor 4 makes the average of a constant equal to that constant. What must be averaged is the specularity, not the height of the roughness, on which the specularity depends nonlinearly.

For a numerical case, take a copper-like interconnect film near 300 K. The inputs are rough: a cubic lattice constant of 0.36 nm with four atoms per cell, one conduction electron per atom, and λ = 40 nm. The face at the barrier layer is taken as diffuse, p = 0, and the face at the cap as partly specular, q = 0.6, so s = 0.3. The electron density is

n = 4/(0.36 nm)³ = 8.57 × 10²⁸ m⁻³.

For free electrons the Fermi wavenumber is k_F = (3π²n)^(1/3) = 13.64 nm⁻¹ and the Fermi velocity is v_F = ħk_F/m = 1.58 × 10⁶ m/s, with m the electron mass. From σ0 = ne²τ/m and τ = λ/v_F,

ρ0 = m v_F/(ne²λ) = 1.634 μΩ cm.

At d = 80 nm, κ = 2 and the leading correction is 3 × 0.7/(8 × 2) = 0.131, so the thick-film law gives σ/σ0 = 0.8688. Gauss–Legendre quadrature of the full solution, with −ln μ as the variable, gives 0.8715. The remainder is R = 0.0028, about 2% of the correction, where the bound allows exp(−2), or 14%. The resistivity is 1.634/0.8715 = 1.875 μΩ cm.

The same quadrature at four thicknesses gives these values of σ/σ0, first for faces 0 and 0.6, then for 0.3 at both faces, then from the thick-film law:

d = 20 nm: 0.6191, 0.6283, 0.4750

d = 40 nm: 0.7650, 0.7684, 0.7375

d = 80 nm: 0.8715, 0.8721, 0.8688

d = 160 nm: 0.93447, 0.93449, 0.93438

At 80 nm the two films of equal mean differ by 0.0005 in σ/σ0, or 0.06% of the conductivity. To tell them apart by resistivity, one would have to know ρ0, λ, s and the thickness well enough to predict the resistivity to that accuracy. At 20 nm the difference is 1.5%. A numerical root search places a 1% difference in resistivity at 26 nm. For these inputs the mean remains a good description of the surfaces at thicknesses where the thick-film law itself has become poor: at 40 nm the law overestimates the resistivity by 3.7%, while the division between the faces changes it by 0.4%.

The additive formula ρ ≈ ρ0 + 3ρ0λ(1 − s)/(8d) gives 1.849 μΩ cm at 80 nm, 1.4% below the full solution. At 20 nm it gives 2.49 μΩ cm against 2.64 from the full solution, whereas the reciprocal of the thick-film law gives 3.44. The additive formula is closer there because its two errors have opposite signs. Omitting the higher powers of the correction lowers the resistivity, and omitting R raises it. This partial cancellation does not make it a thin-film formula.

The product ρ0λ in the additive term does not depend on the collision rate. With n = k_F³/(3π²) and m v_F = ħk_F,

ρ0λ = 3π²ħ/(e²k_F²).

Warming the film therefore leaves the additive surface term unchanged if p and q stay fixed. At 80 nm it is 1.634 × 0.131 = 0.214 μΩ cm. If the bulk resistivity is taken as proportional to absolute temperature, a rough assumption, then at 378 K it is 2.06 μΩ cm and λ is shorter by the factor 300/378. The whole surface contribution, from the full solution, changes only from 0.241 to 0.237 μΩ cm. The small decrease comes from the terms beyond the additive one, since the film is now thicker in units of λ.

Real interconnect metal also has grain boundaries, which the model leaves out. In the Mayadas–Shatzkes model, boundaries perpendicular to the current raise the collision rate by the factor 1 + α/c, where c = |v_x|/v_F and α = (λ/D)r/(1 − r), for grain size D and boundary reflection probability r. Weighting the relaxation time by v_x² gives

ρ0/ρ = 3 ∫ from 0 to 1 of c³/(c + α) dc.

With D = 80 nm and the rough value r = 0.2, α = 0.5 × 0.25 = 0.125, and numerical integration gives a rise of 18% in the bulk resistivity. The faces alone raise it by 15%. The two effects are of similar size, so a value of s inferred from a film's resistivity without allowance for its grains would be unreliable. For these inputs the two percentages nearly add. Grain boundaries shorten the mean free path, but the leading surface term in the resistivity depends little on how often electrons collide inside the film. A narrow line has side walls as well, which this film does not.

In the simplest roughness model the chosen q = 0.6 describes a very smooth face. For random heights with a Gaussian distribution and rms value h, a reflected wave acquires phase differences of 2k_Fμ times the height. The squared magnitude of the mean phase factor gives q(μ) = exp[−(2k_Fhμ)²]. A weighted average of 0.6 then requires h = 0.049 nm, well below the 0.18 nm spacing of atomic layers parallel to a cube face. This estimate treats every electron not reflected exactly specularly as having lost all its drift, which holds only if the heights are uncorrelated along the face on the scale of the Fermi wavelength. If they vary more slowly, the scattered electrons stay near the specular direction and keep much of their drift, so a considerably rougher face can act with the same q. Using this q(μ) in place of the constant changes σ/σ0 at 80 nm by 0.0013. That is more than the effect of dividing the mean between the faces, but small beside the correction of 0.131.

The semiclassical picture ignores the quantization of motion across the film. At 80 nm there are about k_Fd/π = 347 subbands. For electrons moving nearly along the normal their spacing at the Fermi level is πħv_F/d = 41 meV, compared with a collision broadening ħ/τ of 26 meV and a thermal energy of 26 meV. The energy window that carries the current has a full width at half maximum of about 3.5 times the thermal energy, or 90 meV. It spans about two levels even for those electrons, so the separate levels are largely smoothed out in the conductivity. As one subband is about 0.3% of the total, counting discrete levels instead of a continuum is likely to change the conductivity by less than one percent. This estimate does not cover any change that quantization makes to the scattering at the faces.

The coefficient 3/8 belongs to the sphere. For another Fermi surface with one relaxation time, and with the film parallel to a mirror plane of the crystal so that specular reflection reverses v_z alone, the missing drift decays over a depth |v_z|τ. Provided this depth is small compared with d, the same argument gives

σ/σ0 ≈ 1 − C(1 − s)/κ, C = ⟨v_x²|v_z|⟩/(⟨v_x²⟩⟨|v|⟩).

Here λ = ⟨|v|⟩τ, and the brackets are averages over the states at the Fermi level. For a sphere ⟨v_x²|v_z|⟩ = v_F³/8 and ⟨v_x²⟩ = v_F²/3, which returns C = 3/8. For a half-filled s band on the face-centred cubic lattice with nearest-neighbour hopping, and film normal and current along cube axes, a sum over a grid of wavevectors with a narrow Gaussian energy window gives C ≈ 0.22. At the same λ the leading correction at 80 nm would fall from 0.13 to 0.08. This band is not that of copper, so the number shows how sensitive the coefficient can be and does not correct the example. The dependence on the mean specularity survives the change of Fermi surface, because each face still contributes in proportion to its own diffuse fraction.

Numerical values quoted here were computed with a short program.
